\section*{Time correlations of step fluctuations under attachment kinetics and edge diffusion}

\section*{Setting}

A single atomic step runs along $y$ on a crystal surface. Its position is $x(y,t)$, and $x$ increases where the upper terrace advances. There is no net growth or etching, and the step is in thermal equilibrium at temperature $T$. Write $k_BT$ for the thermal energy, and $a_\perp$ and $a_\parallel$ for the atomic spacings across and along the step. The step has length $L$ with periodic ends.

The quantity of interest is the mean square displacement at a fixed point,
\begin{equation}
G(t)=\big\langle[x(y,t)-x(y,0)]^2\big\rangle .
\end{equation}
It must be distinguished from the product $\langle\delta x(y,t)\,\delta x(y,0)\rangle$ of deviations from the mean position. When that mean is fixed, $G=2\langle\delta x^2\rangle-2\langle\delta x(t)\,\delta x(0)\rangle$, so $G$ grows as the product decays.

Two kinds of atomic motion are compared. In attachment-detachment, step sites exchange atoms with the terraces. In edge diffusion, atoms hop along the step and their number is conserved.

\section*{(a) Equilibrium spectrum}

\textbf{Question.} Find the mean square amplitude of each Fourier mode of the step. Does it depend on the kinetics?

\textbf{Solution.} Let $\gamma(\theta)$ be the step energy per length at orientation $\theta$. For small slope $x'=\partial x/\partial y$ we have $\theta\simeq x'$ and arc length $ds\simeq(1+x'^2/2)\,dy$. To second order,
\begin{equation}
\gamma\,\frac{ds}{dy}\simeq\gamma(0)+\gamma'(0)x'+\tfrac12[\gamma(0)+\gamma''(0)]x'^2 .
\end{equation}
The first term is constant, and the second integrates to zero for periodic ends. With the stiffness $\tilde\beta=\gamma(0)+\gamma''(0)$,
\begin{equation}
H=\frac{\tilde\beta}{2}\int_0^L x'^2\,dy=\frac{L\tilde\beta}{2}\sum_q q^2|x_q|^2,\qquad x=\sum_q x_q e^{iqy}.
\end{equation}
Since $x$ is real, $x_{-q}=x_q^*$. The pair $\pm q$ has energy $L\tilde\beta q^2|x_q|^2$, which is quadratic in two real variables. Its mean is therefore $2\times k_BT/2$, and
\begin{equation}
S_q\equiv\langle|x_q|^2\rangle=\frac{k_BT}{L\tilde\beta q^2}. \label{spec}
\end{equation}
No rate appears. Both kinetics must lead to this same equilibrium, and they can differ only in how fast each mode forgets its past.

\section*{(b) Attachment and detachment}

\textbf{Question.} In equilibrium each site gains atoms at mean rate $1/\tau_a$ and loses them at the same rate. Assume that the terrace atoms carry no memory of the step shape. Find the equation of motion and the relaxation rate of a mode.

\textbf{Solution.} Define $\mu=\delta H/\delta x=-\tilde\beta x''$. Adding one atom moves a length $a_\parallel$ of step by $a_\perp$, which costs $\Delta H=a_\perp a_\parallel\mu$. Detailed balance fixes the ratio of forward to backward rates as $e^{-\Delta H/k_BT}$. For weak driving the net rate is $-\Delta H/(k_BT\tau_a)$, so the mean velocity is
\begin{equation}
a_\perp\left(-\frac{a_\perp a_\parallel\mu}{k_BT\tau_a}\right)=-\frac{\Gamma_A}{k_BT}\mu,\qquad \Gamma_A=\frac{a_\perp^2a_\parallel}{\tau_a}.
\end{equation}
Gains and losses are taken as independent events, so their variances add. The position of one site acquires a variance $2a_\perp^2t/\tau_a$. In the continuum $\delta_{ij}\to a_\parallel\delta(y-y')$, hence
\begin{equation}
\frac{\partial x}{\partial t}=A\frac{\partial^2x}{\partial y^2}+\eta,\quad A=\frac{\Gamma_A\tilde\beta}{k_BT},\quad \langle\eta\eta'\rangle=2\Gamma_A\delta(y-y')\delta(t-t'). \label{ad}
\end{equation}
A mode decays at rate $r_q=Aq^2$. Its noise has strength $2\Gamma_A/L$, so its stationary variance is $(2\Gamma_A/L)/(2Aq^2)=k_BT/(L\tilde\beta q^2)$, in agreement with (\ref{spec}).

The time $\tau_a$ must count independent events. If an atom that has just left tends to return to the same site, part of the counted activity moves nothing over long times, and the effective $\Gamma_A$ is smaller.

\section*{(c) Diffusion along the edge}

\textbf{Question.} Now atoms hop between neighbouring step sites, at mean rate $1/\tau_h$ per bond in each direction. Find the relaxation rate.

\textbf{Solution.} A hop towards $+y$ removes an atom at $y$ and adds one at $y+a_\parallel$. It costs
\begin{equation}
\Delta H=a_\perp a_\parallel[\mu(y+a_\parallel)-\mu(y)]\simeq a_\perp a_\parallel^2\,\partial_y\mu .
\end{equation}
The net number of hops per time is $j=-a_\perp a_\parallel^2\partial_y\mu/(k_BT\tau_h)$. A site gains what arrives from the left and loses what leaves to the right:
\begin{equation}
\frac{\partial x}{\partial t}=a_\perp(j_{\rm left}-j_{\rm right})\simeq-a_\perp a_\parallel\,\partial_yj=-\partial_yJ,\qquad J=a_\perp a_\parallel j .
\end{equation}
Inserting $j$ and $\mu=-\tilde\beta x''$ gives the mean current
\begin{equation}
J=-\frac{\Gamma_h}{k_BT}\partial_y\mu=Bx''',\qquad \Gamma_h=\frac{a_\perp^2a_\parallel^3}{\tau_h},\qquad B=\frac{\Gamma_h\tilde\beta}{k_BT}.
\end{equation}
If the hops are independent events, the hop number on one bond has variance $2t/\tau_h$. The random part $\zeta$ of $J$ therefore has strength $2a_\perp^2a_\parallel^2\,a_\parallel/\tau_h=2\Gamma_h$, and
\begin{equation}
\frac{\partial x}{\partial t}=-B\frac{\partial^4x}{\partial y^4}-\frac{\partial\zeta}{\partial y},\qquad \langle\zeta\zeta'\rangle=2\Gamma_h\delta(y-y')\delta(t-t'). \label{ed}
\end{equation}
Now $r_q=Bq^4$. Two of the four powers of $q$ come from the curvature that drives the motion, and two from conservation: a long wave can flatten only if atoms travel from crest to trough. The mode variance is $(2\Gamma_hq^2/L)/(2Bq^4)$, again equal to (\ref{spec}).

Like $\tau_a$, the time $\tau_h$ must count independent events. On a step with well-separated kinks, successive hops can be correlated, for example when an atom returns to the kink it has just left. The mean rate of all hops then overestimates $\Gamma_h$, and $\tau_h$ must be read as an effective time.

\section*{(d) Growth of the mean square displacement}

\textbf{Question.} Find $G(t)$ for a long step with $r_q=C|q|^z$, $z>1$, and apply it to both kinetics.

\textbf{Solution.} From the linear equations, $x_q(t)=x_q(0)e^{-r_qt}+{}$noise, where the noise is independent of $x_q(0)$. Thus $\langle x_q(t)x_q^*(0)\rangle=S_qe^{-r_qt}$. Because the start is already in equilibrium, $\langle|x_q(t)|^2\rangle=S_q$ as well, and
\begin{equation}
\langle|x_q(t)-x_q(0)|^2\rangle=2S_q(1-e^{-r_qt}).
\end{equation}
For a long step $\sum_q\to L\int dq/2\pi$. The integrand is even, so
\begin{equation}
G(t)=\frac{2k_BT}{\pi\tilde\beta}\int_0^\infty\frac{1-e^{-r_qt}}{q^2}\,dq. \label{G}
\end{equation}
Integrate by parts with $q^{-2}=-d(q^{-1})/dq$. The boundary term $-(1-e^{-Ctq^z})/q$ vanishes at infinity. Near $q=0$ it behaves as $-Ctq^{z-1}$, which vanishes for $z>1$. What remains, with $s=Ctq^z$ and $ds=zCtq^{z-1}dq$, is
\begin{align}
\int_0^\infty zCt\,q^{z-2}e^{-Ctq^z}dq
&=\int_0^\infty\frac{e^{-s}}{q}\,ds
=(Ct)^{1/z}\int_0^\infty s^{-1/z}e^{-s}ds\nonumber\\
&=\Gamma\!\left(1-\tfrac1z\right)(Ct)^{1/z},
\end{align}
where $\Gamma(\cdot)$ with an argument is the gamma function. Hence
\begin{equation}
G(t)=\frac{2k_BT}{\pi\tilde\beta}\,\Gamma\!\left(1-\tfrac1z\right)(Ct)^{1/z}. \label{general}
\end{equation}
For attachment-detachment $z=2$, $C=A$ and $\Gamma(1/2)=\sqrt\pi$:
\begin{equation}
G_A=\frac{2k_BT}{\tilde\beta}\sqrt{\frac{At}{\pi}}=2\sqrt{\frac{k_BT\,\Gamma_A\,t}{\pi\tilde\beta}}\ \propto t^{1/2}. \label{GA}
\end{equation}
For edge diffusion $z=4$, $C=B$ and $\Gamma(3/4)\simeq1.225$:
\begin{equation}
G_h=\frac{2k_BT\,\Gamma(3/4)}{\pi\tilde\beta}(Bt)^{1/4}\ \propto t^{1/4}. \label{GB}
\end{equation}
These are exponents of the mean \emph{square}; the rms displacement grows as $t^{1/4}$ and $t^{1/8}$.

The common form has a simple reading. Let $\xi=(Ct)^{1/z}$. After time $t$, modes with $|q|$ well above $1/\xi$ have lost their memory. By (\ref{spec}), a piece of step of length $\xi$ wanders by a mean square of order $k_BT\xi/\tilde\beta$. The statics supplies one power of $\xi$, and the kinetics sets how $\xi$ grows.

A lattice simulation tests both laws without using the continuum equations. It followed 200 periodic steps of 96 sites with integer positions, energy $\tfrac12K\sum_i(x_{i+1}-x_i)^2$ in units of $k_BT$, and $K=0.1$. The same energy was used with both kinds of move, and $\tau_a$ and $\tau_h$ came from counted events. Between two times a factor of 16 apart, the exponent was 0.505 for attachment and 0.255 for edge hops. The ratio of simulated $G$ to (\ref{GA}) or (\ref{GB}), with no fitted factor, lay between 0.97 and 1.00. The product of $K$ and the mean square difference between neighbours, which equipartition sets to $1-1/96\simeq0.99$ on a ring of 96 sites (the uniform mode does not contribute), was 0.99 in both runs. With $K=0.1$ the step is rough on the atomic scale, so these runs do not test the use of counted rates on a step with well-separated kinks.

\section*{(e) Both processes at once}

\textbf{Question.} Real steps have both kinds of motion. When does each law hold?

\textbf{Solution.} If the processes are independent, their mean velocities and noise strengths add, and $r_q=Aq^2+Bq^4$. Short waves relax by edge diffusion and long waves by attachment. Since $\xi$ grows, the $t^{1/4}$ law comes first and the $t^{1/2}$ law later. Setting $G_A=G_h$ gives
\begin{equation}
\sqrt\pi\,(At_\times)^{1/2}=\Gamma(3/4)(Bt_\times)^{1/4}
\;\Rightarrow\;
t_\times=\frac{\Gamma(3/4)^4}{\pi^2}\frac{B}{A^2}. \label{tx}
\end{equation}
Which process dominates thus depends on the time: even slow attachment wins in the end, and its $t^{1/2}$ law appears if the step is long enough and the terrace atoms carry no memory, as assumed in (b). Part (f) shows that an isolated step fed by terrace diffusion ends at $t^{1/3}$ instead.

The full $G$ can be bounded. Adding a positive rate increases $1-e^{-r_qt}$, so $G$ exceeds each single law. For $u,v\ge0$ the product $(1-e^{-u})(1-e^{-v})$ is not negative, which rearranges to $1-e^{-u-v}\le(1-e^{-u})+(1-e^{-v})$. Therefore
\begin{equation}
\max(G_A,G_h)<G<G_A+G_h .
\end{equation}
At $t_\times$, numerical integration of (\ref{G}) gives $G=1.33\,G_A$ and a local exponent of 0.365. With $q=p\sqrt{A/B}$ and $t=\sigma B/A^2$ the exponent in (\ref{G}) becomes $-(p^2+p^4)\sigma$, so these two numbers hold for any $A$ and $B$. A measured exponent between $1/4$ and $1/2$ may therefore be a crossover and need not indicate a third mechanism.

\section*{(f) Finite length and slow terraces}

\textbf{Question.} What happens at late times on a finite step? What if atoms cross the terraces slowly?

\textbf{Solution.} On a periodic step the smallest non-zero wave number is $2\pi/L$, so (\ref{general}) holds for $t\ll(L/2\pi)^z/C$. Under edge diffusion the mean position is fixed. Once all modes have relaxed, with $q=2\pi n/L$,
\begin{equation}
G\to2\sum_{q\ne0}S_q=\frac{4k_BT}{L\tilde\beta}\,\frac{L^2}{4\pi^2}\sum_{n=1}^\infty\frac1{n^2}=\frac{k_BTL}{6\tilde\beta}.
\end{equation}
Attachment also moves the mean position, which diffuses freely. Averaging the noise in (\ref{ad}) over $L$ gives the further late-time term $2\Gamma_At/L$. The late growth is then linear in $t$.

Next, drop the assumption that terrace atoms have no memory. Let $k$ be the attachment velocity per side, $D$ the terrace diffusion coefficient and $\ell=D/k$. Straight neighbouring steps lie at distance $w$ on both sides. For a step mode $q$, let $c_s$ be the excess adatom density in local equilibrium with the step. The actual excess $c(s)$ at distance $s$ obeys $c''=q^2c$, if it adjusts quickly compared with the step. The condition $-Dc'(w)=kc(w)$ at the neighbour is met by
\begin{equation}
c\propto\cosh q(w-s)+\frac{1}{q\ell}\sinh q(w-s).
\end{equation}
Define $Y=-Dc'(0)/[kc(0)]$. Differentiating and dividing by $\cosh qw$ gives
\begin{equation}
Y=q\ell\,\frac{1+q\ell\tanh qw}{q\ell+\tanh qw}.
\end{equation}
The flux leaving the step equals the flux entering the terrace, $k[c_s-c(0)]=kYc(0)$. Hence $c(0)=c_s/(1+Y)$. The flux falls from $kc_s$ to $kc_sY/(1+Y)$, and
\begin{equation}
r_q=Aq^2\,\frac{Y}{1+Y}. \label{terr}
\end{equation}
The spectrum (\ref{spec}) is unchanged, so (\ref{G}) still applies with this rate. The simple attachment law needs $Y\gg1$ at $q\sim1/\xi$. Two limits show how it fails.
\begin{itemize}
\item For an isolated step, $w\to\infty$ and $Y=q\ell$. When $q\ell\ll1$, $r_q\simeq A\ell q^3$, and (\ref{general}) with $z=3$ gives $G\propto t^{1/3}$.
\item For finite $w$ and $q\to0$, $Y\to\ell/(\ell+w)$ and $r_q\to Aq^2\ell/(2\ell+w)$. The $t^{1/2}$ law returns with a smaller prefactor, so an exponent of $1/2$ does not guarantee that (\ref{GA}) yields the correct $\Gamma_A$. This prefactor is for neighbours held straight. If all steps fluctuate, a mode with phase $\phi$ between adjacent steps has this limiting rate times $1-\cos\phi$, and averaging $\sqrt{1-\cos\phi}$ over $\phi$ lowers the late $G$ by a further factor $2\sqrt2/\pi\simeq0.90$.
\end{itemize}

\section*{(g) Numbers for two surfaces}

\textbf{Question.} Evaluate $G$ for parameters in the regime of hot Si(111), taken as attachment-limited, and of Ag(111) at room temperature, taken as limited by edge diffusion. Which neglected effect is largest?

\textbf{Solution.} All material parameters here are rough.

\emph{Hot Si(111).} Take $T=1170$ K ($k_BT=0.1008$ eV), $\tilde\beta=0.3$ eV/nm, $a_\perp=0.33$ nm, $a_\parallel=0.38$ nm and $\tau_a=1\ \mu$s. A cell of this size in the Si(111) double layer holds two atoms, so the event times for silicon are effective times for moving such a pair. Then
\begin{align}
\Gamma_A&=\frac{0.33^2\times0.38}{10^{-6}}=4.14\times10^4\ \mathrm{nm^3/s},\nonumber\\
A&=\frac{4.14\times10^4\times0.3}{0.1008}=1.23\times10^5\ \mathrm{nm^2/s}.
\end{align}
At $t=1$ s the correlated length is $\xi=\sqrt{At}=351$ nm, and
\begin{equation}
G=\frac{2\times0.1008}{0.3}\sqrt{\frac{1.23\times10^5}{\pi}}\simeq133\ \mathrm{nm^2},
\end{equation}
an rms displacement of 11.5 nm. At $t/16$ the law gives 33.3 nm$^2$, a factor of 4 less.

\emph{Ag(111).} Take $T=300$ K ($k_BT=0.02585$ eV), $\tilde\beta=0.5$ eV/nm, $a_\perp=0.25$ nm, $a_\parallel=0.29$ nm and $\tau_h=1$ ms. Then
\begin{align}
\Gamma_h&=\frac{0.25^2\times0.29^3}{10^{-3}}=1.52\ \mathrm{nm^5/s},\nonumber\\
B&=\frac{1.524\times0.5}{0.02585}=29.5\ \mathrm{nm^4/s}.
\end{align}
At $t=100$ s, $\xi=(Bt)^{1/4}=7.37$ nm and
\begin{equation}
G=\frac{2\times0.02585\times1.225}{\pi\times0.5}\times7.37\simeq0.30\ \mathrm{nm^2},
\end{equation}
an rms displacement of 0.55 nm, about two atomic rows. At $t/16$ it is 0.15 nm$^2$, a factor of 2 less.

\emph{The competing process.} For silicon, an assumed $\tau_h=0.1\ \mu$s gives $t_\times=2.7\ \mu$s. At that time $\sqrt{At_\times}\simeq0.6$ nm, less than two atomic spacings, so the continuum $t^{1/4}$ law has no window for these parameters. For silver, an assumed $\tau_a=100$ s gives $t_\times=5.5\times10^5$ s, about six days, for a long step. On a step of only 100 nm all modes with $q\ne0$ have relaxed well before that, so this crossover does not appear. Attachment then shows up through the mean position: the term $2\Gamma_At/L$ reaches the saturated value $k_BTL/6\tilde\beta\simeq0.86$ nm$^2$ at about $2.4\times10^5$ s. Attachment adds 0.5\% to $G$ at 100 s.

\emph{Other corrections.} For silicon with $w=1000$ nm and $\ell=5000$ nm, the rate (\ref{terr}) lowers $G$ at 1 s by 10\%. This is the largest of the corrections evaluated. Sublimation at $10^{-4}$ layers/s, with the loss from one terrace width assigned to the step, moves it by 0.1 nm in 1 s. The square of this drift is less than $10^{-4}$ of $G$. Confinement by neighbours, modelled as a harmonic well that limits the rms wandering to $w/4$, changes $G$ by less than 0.01\% for both surfaces ($w=20$ nm for silver). Elastic repulsion between steps is not included.

The small-slope condition applies on the scale $\xi$, where the mean square slope $k_BT/(\tilde\beta\xi)$ is 0.001 for silicon and 0.007 for silver. On the scale of one silicon site it would be $0.1008/(0.3\times0.38)\simeq0.9$, so $\tilde\beta$ must be read as the stiffness of the coarse-grained step. For silver, equipartition gives a mean square difference $k_BTa_\parallel/\tilde\beta\simeq0.015$ nm$^2$ between neighbouring sites, or $0.24\,a_\perp^2$. If this comes from single kinks, they lie 1.2 nm apart, and $\xi$ spans about six of them. At much shorter times the motion of individual kinks would matter. Even at 100 s, the assumed $\tau_h$ is an effective time for independent hops, and the mean time between all hops on a bond can be shorter.

By the simple laws, the slowest modes with $q\ne0$ relax in 21 s for a silicon step of 10 $\mu$m and in 2200 s for a silver step of 100 nm, both longer than the times used. Terrace memory makes the silicon time longer still.

\emph{Comparison with real steps.} The chosen silver stiffness suits a step with many kinks. A close-packed step with fewer kinks is stiffer, and at fixed $\Gamma_h$ equation (\ref{GB}) gives $G_h\propto\tilde\beta^{-3/4}$; its $\Gamma_h$ would generally change too. The event times depend strongly on temperature and on the state of the step, and an error of a factor of 10 in them changes $G$ by $10^{1/2}\simeq3.2$ for attachment but by $10^{1/4}\simeq1.8$ for edge diffusion. For the silicon values assumed here, terrace memory is the largest of the neglected effects evaluated, 10\%, with a local exponent of 0.46 at 1 s. The value $\ell=5000$ nm is assumed, and the result depends strongly on it. With the other values fixed, $G$ at 1 s falls by 23\%, 38\% and 67\% for $\ell=1000$, 300 and 30 nm, and the local exponent drops to 0.44, 0.41 and 0.36. A real step with short $\ell$ is not attachment-limited on this scale, and (\ref{GA}) does not describe it. During deposition or etching the equilibrium start is itself in doubt, and these laws apply only while the net flux disturbs the step little over the time observed. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Lattice simulation (exponent, G/law at t and 16t, K<d^2>)
attach 0.505 0.988 1.002 0.991
edge 0.255 0.968 0.982 0.990
Local exponent at crossover: 0.3649
G / single law at crossover: 1.328
Si(111) regime, attachment-detachment
T=1170 K, stiffness=0.3 eV/nm
a_perp=0.33 nm, a_par=0.38 nm
tau_a=1e-06 s, tau_h=1e-07 s, t=1 s
w=1000 nm, ell=5000 nm, L=10000 nm
Sublimation: 0.0001 layers/s
kT: 0.1008 eV
Gamma_A: 4.138e+04 nm^3/s
A: 1.231e+05 nm^2/s
Correlated length: 350.9 nm
G(t/16): 33.27 nm^2
G(t): 133.1 nm^2
rms displacement: 11.54 nm
Crossover time: 2.679e-06 s
Edge diffusion changes G by: 0.0002932 %
Terrace diffusion changes G by: -10.2 %
Confinement changes G by: -2.967e-05 %
Sublimation drift squared / G: 7.515e-05
Mean square slope at xi: 0.0009577
Slowest mode time: 20.57 s
Ag(111) regime, edge diffusion
T=300 K, stiffness=0.5 eV/nm
a_perp=0.25 nm, a_par=0.29 nm
tau_a=100 s, tau_h=0.001 s, t=100 s
w=20 nm, L=100 nm
kT: 0.02585 eV
Gamma_h: 1.524 nm^5/s
B: 29.48 nm^4/s
Correlated length: 7.369 nm
G(t/16): 0.1486 nm^2
G(t): 0.2972 nm^2
rms displacement: 0.5452 nm
Crossover time: 5.481e+05 s
Attachment changes G by: 0.477 %
Confinement changes G by: -0.001432 %
Lattice spacing changes G by: -0.01431 %
Kink spacing (single kinks): 1.209 nm
Mean square slope at xi: 0.007017
Slowest mode time: 2176 s
\end{verbatim}
